# Exact Transmission of a Saddle-Point Constriction and the Flatness of Conductance Plateaus: a numerical check

```python
"""Saddle-point constriction: test of exact transmission and plateau flatness.

V(x,y) = V0 - m wx^2 x^2/2 + m wy^2 y^2/2.  Result under test:
T_n = 1/(1 + exp(-2 pi e_n/(hbar wx))), e_n = E - V0 - hbar wy (n + 1/2),
and g = sum_n T_n = G/(2e^2/h), whose flatness is governed by r = wy/wx.
Scaled units: energy hbar*wx, length sqrt(hbar/(m wx)); V0 = 0.
e denotes e_n/(hbar wx); u denotes (E - V0)/(hbar wy).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.special import expit, gamma


def transmission_formula(e):
    return expit(2 * np.pi * np.asarray(e, dtype=float))


def integrate_wave(e, start, stop, phi, dphi):
    """Integrate phi'' = -(xi^2 + 2e) phi for an array of energies e."""
    count = len(e)

    def rhs(xi, state):
        return np.concatenate(
            [state[count:], -(xi**2 + 2 * e) * state[:count]])

    initial = np.concatenate([phi, dphi]).astype(complex)
    sol = solve_ivp(rhs, (start, stop), initial, method="DOP853",
                    rtol=1e-10, atol=1e-12)
    assert sol.success
    return sol.y[:count, -1], sol.y[count:, -1]


def wave_fluxes(e, xi, phi, dphi):
    """Fluxes of the right-moving and left-moving waves at large |xi|."""
    k = np.sqrt(xi**2 + 2 * e)
    corrected = dphi + xi / (2 * k**2) * phi
    right = (1j * k * phi + corrected) / (2j * k)
    left = (1j * k * phi - corrected) / (2j * k)
    return k * abs(right)**2, k * abs(left)**2


FAR = 18.0


def transmission_ode(e):
    """Start from a purely outgoing wave on the right, integrate to the left."""
    e = np.asarray(e, dtype=float)
    k = np.sqrt(FAR**2 + 2 * e)
    phi = k**-0.5 + 0j
    dphi = (1j * k - FAR / (2 * k**2)) * phi
    phi, dphi = integrate_wave(e, FAR, -FAR, phi, dphi)
    return 1 / wave_fluxes(e, -FAR, phi, dphi)[0]


# Direct integration of the wave equation against the closed formula
test_e = np.array([-1.0, -0.3, 0.0, 0.2, 0.7])
ode_t = transmission_ode(test_e)
assert np.allclose(ode_t, transmission_formula(test_e), rtol=1e-4, atol=1e-6)
half_width = np.log(9) / (2 * np.pi)
assert np.allclose(transmission_ode([-half_width, half_width]),
                   [0.1, 0.9], atol=1e-4)


# Laplace-integral solution, on the contour s = exp(v - i pi/4)
def integral_solution(e, xi, power=0):
    v = np.linspace(-80, 4, 16801)
    log_s = v - 0.25j * np.pi
    s = np.exp(log_s)
    integrand = (np.exp((0.5 + 1j * e) * log_s - 0.25j * s**2 + 1j * s * xi)
                 * (1j * s)**power)
    return np.exp(-0.5j * xi**2) * np.sum(integrand) * (v[1] - v[0])


rep_e = np.array([-0.4, 0.1, 0.5])
phi0 = np.array([integral_solution(e, 0.0) for e in rep_e])
dphi0 = np.array([integral_solution(e, 0.0, 1) for e in rep_e])
for point in (-1.0, 1.0):
    propagated = integrate_wave(rep_e, 0.0, point, phi0, dphi0)[0]
    direct = np.array([integral_solution(e, point) for e in rep_e])
    assert np.allclose(propagated, direct, rtol=1e-7, atol=1e-7)

right_side = wave_fluxes(
    rep_e, FAR, *integrate_wave(rep_e, 0.0, FAR, phi0, dphi0))
left_side = wave_fluxes(
    rep_e, -FAR, *integrate_wave(rep_e, 0.0, -FAR, phi0, dphi0))
gamma_sq = abs(gamma(0.5 + 1j * rep_e))**2
assert np.allclose(right_side[0], 2 * np.pi, rtol=1e-4)
assert np.allclose(right_side[1], gamma_sq * np.exp(-np.pi * rep_e), rtol=1e-3)
assert np.allclose(left_side[0], gamma_sq * np.exp(np.pi * rep_e), rtol=1e-3)
assert np.all(left_side[1] < 1e-5)


# Two-dimensional saddle on a grid, joined smoothly to flat leads
QUADRATIC_END, RAMP = 5.0, 3.0


def longitudinal_potential(x):
    d = np.clip(abs(x) - QUADRATIC_END, 0, RAMP)
    inner = min(abs(x), QUADRATIC_END)
    ramp_area = d / 2 + RAMP / (2 * np.pi) * np.sin(np.pi * d / RAMP)
    return -inner**2 / 2 - QUADRATIC_END * ramp_area


def lattice_transmission(r, energy):
    """Mode-to-mode transmission probabilities from the lattice Green function."""
    dy = 0.5 / np.sqrt(r)
    index = np.arange(-10, 11)
    y = index * dy
    diff = index[:, None] - index[None, :]
    safe = np.where(diff == 0, 1, diff)
    kinetic = np.where(diff == 0, np.pi**2 / 6,
                       (-1.0)**abs(diff) / safe**2) / dy**2
    dx = 0.04
    hop = 1 / (2 * dx**2)
    end = QUADRATIC_END + RAMP
    xs = np.linspace(-end, end, int(round(2 * end / dx)) + 1)
    identity = np.eye(len(y))
    lead_h = kinetic + np.diag(r**2 * y**2 / 2 + longitudinal_potential(end))
    levels, modes = np.linalg.eigh(lead_h)
    cosine = 1 - (energy - levels) / (2 * hop)
    phase = cosine + 1j * np.sqrt(1 - cosine**2 + 0j)
    self_energy = (modes * (-hop * phase)) @ modes.T
    green = propagator = None
    for i, x in enumerate(xs):
        potential = longitudinal_potential(x) + r**2 * y**2 / 2
        matrix = (energy - 2 * hop) * identity - kinetic - np.diag(potential)
        matrix = matrix.astype(complex)
        if i == 0:
            matrix -= self_energy
        else:
            matrix -= hop**2 * green
        if i == len(xs) - 1:
            matrix -= self_energy
        green = np.linalg.inv(matrix)
        propagator = green if i == 0 else -hop * green @ propagator
    broadening = np.maximum(2 * hop * phase.imag, 0)
    amplitude = modes.T @ propagator @ modes
    return broadening[:, None] * abs(amplitude)**2 * broadening[None, :]


lattice_results = []
for r_case, energy_case in ((3.0, 5.0), (1.0, 1.7)):
    probability = lattice_transmission(r_case, energy_case)
    expected = transmission_formula(
        energy_case - r_case * (np.arange(4) + 0.5))
    block = probability[:4, :4]
    mixing = np.max(abs(block - np.diag(np.diag(block))))
    assert np.allclose(np.diag(block), expected, atol=2e-3)
    assert mixing < 1e-8
    assert abs(probability.sum() - expected.sum()) < 4e-3
    lattice_results.append((r_case, energy_case, probability.sum(),
                            expected.sum(), mixing))


# Plateau flatness: slope dg/du, from channel sums
def conductance_slope(u, r):
    n = np.arange(60)
    t = transmission_formula(r * (np.asarray(u)[..., None] - n - 0.5))
    return 2 * np.pi * r * np.sum(t * (1 - t), axis=-1)


def two_channel_slope(r):
    return np.pi * r / np.cosh(np.pi * r / 2)**2


step = 0.01
ode_slopes = {}
for r_case in (1.0, 2.0):
    n = np.arange(5)
    upper = transmission_ode(r_case * (2 + step - n - 0.5)).sum()
    lower = transmission_ode(r_case * (2 - step - n - 0.5)).sum()
    ode_slopes[r_case] = (upper - lower) / (2 * step)
    # 1 percent covers the difference step and the omitted distant channels
    assert abs(ode_slopes[r_case] / two_channel_slope(r_case) - 1) < 0.01
    assert abs(ode_slopes[r_case] / conductance_slope(2.0, r_case) - 1) < 0.01

# Height at the first mid-plateau for r = 1/2, where steps are washed out
excess_ode = transmission_ode(0.5 * (1 - np.arange(8) - 0.5)).sum() - 1
excess_leading = np.exp(-np.pi * 0.5 * 3)
# the leading exponential omits channels that add about 4 percent
assert abs(excess_ode / excess_leading - 1) < 0.06

# Worked example
hwx, hwy, energy = 1.0, 3.0, 5.0       # meV
mass_ratio, temperature = 0.07, 2.0    # electron masses, K
ratio = hwy / hwx
meV = 1e-3 * const.e
e_n = energy - hwy * (np.arange(4) + 0.5)
t_n = transmission_formula(e_n / hwx)
g_total = transmission_formula(
    (energy - hwy * (np.arange(60) + 0.5)) / hwx).sum()
quantum = 2 * const.e**2 / const.h * 1e6
length = const.hbar / np.sqrt(mass_ratio * const.m_e * hwx * meV) * 1e9
kt = const.k * temperature / meV
z = np.linspace(-40, 40, 16001)
weight = 1 / (4 * np.cosh(z / 2)**2)
cold_slope = conductance_slope(2.0, ratio)
warm_slope = np.sum(weight * conductance_slope(2 + kt * z / hwy, ratio)) \
    * (z[1] - z[0])
assert abs(np.sum(weight) * (z[1] - z[0]) - 1) < 1e-8
assert warm_slope > 2 * cold_slope

print("Wave equation integrated directly (e in units of hbar wx):")
for e, t in zip(test_e, ode_t):
    print(f"  e = {e:5.2f}: T numerical {t:.6f}, "
          f"formula {transmission_formula(e):.6f}")
print("2D lattice saddle with flat leads (energy in units of hbar wx):")
for r_case, en, total, formula, mixing in lattice_results:
    print(f"  r = {r_case:.0f}, E-V0 = {en:.1f}: g lattice {total:.5f}, "
          f"formula {formula:.5f}, largest mode mixing {mixing:.1e}")
print(f"Example: hbar wx = {hwx:.1f} meV, hbar wy = {hwy:.1f} meV, "
      f"r = {ratio:.1f}")
print(f"  E - V0 = {energy:.1f} meV, mass = {mass_ratio:.2f} electron masses")
for n, (e, t) in enumerate(zip(e_n, t_n)):
    print(f"  n = {n}: e_n = {e:5.2f} meV, T_n = {t:.6g}, 1-T_n = "
          f"{transmission_formula(-e / hwx):.4g}")
print(f"  g = G/(2e^2/h) = {g_total:.5f}")
print(f"  2e^2/h = {quantum:.4f} microsiemens")
print(f"  G = {g_total * quantum:.2f} microsiemens")
print(f"  10-90 percent riser width = {2 * half_width * hwx:.4f} meV")
print(f"  length sqrt(hbar/(m wx)) = {length:.2f} nm")
print(f"  hbar wx/(2 pi k) = {hwx * meV / (2 * np.pi * const.k):.3f} K")
print(f"  kT at {temperature:.1f} K = {kt:.4f} meV")
print(f"  slope dg/du at u = 2, zero temperature: {cold_slope:.5f}")
print(f"  slope dg/du at u = 2, {temperature:.1f} K: {warm_slope:.5f}")
print("Slope dg/du, u = (E-V0)/(hbar wy), zero temperature:")
print("  r    mid-plateau u=2   two-channel form   4 pi r exp(-pi r)"
      "   riser u=1.5")
for r_case in (0.5, 1.0, 2.0, 3.0, 4.0, 5.0):
    print(f"  {r_case:.1f}  {conductance_slope(2.0, r_case):.4e}"
          f"        {two_channel_slope(r_case):.4e}"
          f"         {4 * np.pi * r_case * np.exp(-np.pi * r_case):.4e}"
          f"          {conductance_slope(1.5, r_case):.4f}")
for r_case, slope in ode_slopes.items():
    print(f"  from wave equation, r = {r_case:.0f}, u = 2: slope {slope:.5f}")
print(f"Height excess g-1 at u = 1, r = 0.5: wave equation {excess_ode:.5f}, "
      f"leading exponential {excess_leading:.5f}")
print("OK")
```

Printed output:

```
Wave equation integrated directly (e in units of hbar wx):
  e = -1.00: T numerical 0.001864, formula 0.001864
  e = -0.30: T numerical 0.131821, formula 0.131821
  e =  0.00: T numerical 0.499999, formula 0.500000
  e =  0.20: T numerical 0.778444, formula 0.778447
  e =  0.70: T numerical 0.987851, formula 0.987850
2D lattice saddle with flat leads (energy in units of hbar wx):
  r = 3, E-V0 = 5.0: g lattice 1.95850, formula 1.95858, largest mode mixing 4.5e-29
  r = 1, E-V0 = 1.7: g lattice 1.78415, formula 1.78445, largest mode mixing 1.6e-28
Example: hbar wx = 1.0 meV, hbar wy = 3.0 meV, r = 3.0
  E - V0 = 5.0 meV, mass = 0.07 electron masses
  n = 0: e_n =  3.50 meV, T_n = 1, 1-T_n = 2.814e-10
  n = 1: e_n =  0.50 meV, T_n = 0.958576, 1-T_n = 0.04142
  n = 2: e_n = -2.50 meV, T_n = 1.50702e-07, 1-T_n = 1
  n = 3: e_n = -5.50 meV, T_n = 9.81432e-16, 1-T_n = 1
  g = G/(2e^2/h) = 1.95858
  2e^2/h = 77.4809 microsiemens
  G = 151.75 microsiemens
  10-90 percent riser width = 0.6994 meV
  length sqrt(hbar/(m wx)) = 32.99 nm
  hbar wx/(2 pi k) = 1.847 K
  kT at 2.0 K = 0.1723 meV
  slope dg/du at u = 2, zero temperature: 0.00304
  slope dg/du at u = 2, 2.0 K: 0.03023
Slope dg/du, u = (E-V0)/(hbar wy), zero temperature:
  r    mid-plateau u=2   two-channel form   4 pi r exp(-pi r)   riser u=1.5
  0.5  9.5197e-01        8.9525e-01         1.3061e+00          1.0410
  1.0  5.0000e-01        4.9898e-01         5.4304e-01          1.5942
  2.0  4.6759e-02        4.6759e-02         4.6934e-02          3.1417
  3.0  3.0418e-03        3.0418e-03         3.0423e-03          4.7124
  4.0  1.7529e-04        1.7529e-04         1.7529e-04          6.2832
  5.0  9.4689e-06        9.4689e-06         9.4689e-06          7.8540
  from wave equation, r = 1, u = 2: slope 0.50025
  from wave equation, r = 2, u = 2: slope 0.04688
Height excess g-1 at u = 1, r = 0.5: wave equation 0.00931, leading exponential 0.00898
OK
```
